# Radiative correction to a dipole's polarizability from energy conservation: a numerical check

```python
"""
Result under test (Gaussian units, vacuum, time factor exp(-i omega t)):
    1/alpha = 1/alpha_nr - 2 i k^3/3
alpha    : dipole moment divided by incident field at the dipole
alpha_nr : polarizability without radiation reaction (static form); real if lossless
k        : omega/c;  a : sphere radius;  x = k a;  eps : relative permittivity
Energy conservation fixes the imaginary term; the real part has its own k^2 terms.
Tests use c = 1, so omega = k.  The example uses nm and eV.
"""
import numpy as np
from scipy import constants as const
from scipy.special import spherical_jn, spherical_yn


def dipole_fields(p, n, r, k):
    """Complete electric and magnetic fields of a point dipole at r*n."""
    phase = np.exp(1j * k * r)
    n_dot_p = (n @ p)[:, None]
    transverse = p - n * n_dot_p
    near = 3 * n * n_dot_p - p
    e = phase * (k**2 / r * transverse + near * (1 / r**3 - 1j * k / r**2))
    h = phase * k**2 / r * (1 - 1 / (1j * k * r)) * np.cross(n, p)
    return e, h


def outward_power(p, k, r, incident):
    """Poynting flux through a sphere, with or without a unit plane wave."""
    mu, w = np.polynomial.legendre.leggauss(32)
    phi = 2 * np.pi * np.arange(48) / 48
    mu_grid, phi_grid = np.meshgrid(mu, phi, indexing="ij")
    s = np.sqrt(1 - mu_grid**2)
    n = np.stack([s * np.cos(phi_grid), s * np.sin(phi_grid), mu_grid], -1)
    n = n.reshape(-1, 3)
    weight = np.repeat(w, 48) * 2 * np.pi / 48
    e, h = dipole_fields(p, n, r, k)
    if incident:
        wave = np.exp(1j * k * r * n[:, 2])[:, None]
        e = e + wave * np.array([1, 0, 0])
        h = h + wave * np.array([0, 1, 0])
    flux = np.sum(np.cross(e, h.conj()).real * n, axis=1) / (8 * np.pi)
    return r**2 * np.sum(weight * flux)


def psi(order, z):
    """z j_l(z) and its derivative."""
    j = spherical_jn(order, z)
    return z * j, j + z * spherical_jn(order, z, derivative=True)


def outgoing(order, z):
    """z h_l(z) and its derivative for real z."""
    f, df = psi(order, z)
    y = spherical_yn(order, z)
    dy = spherical_yn(order, z, derivative=True)
    return f + 1j * z * y, df + 1j * (y + z * dy)


def sphere_coefficient(order, eps, x, electric=True):
    """Scattering coefficient from the boundary conditions of a sphere."""
    m = np.sqrt(np.asarray(eps, dtype=complex))
    inside, d_inside = psi(order, m * x)
    load = m * d_inside / inside
    if electric:
        load = load / eps
    f, df = psi(order, x)
    g, dg = outgoing(order, x)
    return (df - load * f) / (dg - load * g)


def corrected(alpha_nr, k):
    return 1 / (1 / alpha_nr - 2j * k**3 / 3)


# Radiated power from the complete fields, for an elliptically polarized dipole.
k_test, r_test = 0.8, 0.9
p_test = np.array([0.7 + 0.2j, -0.3j, 0.5 - 0.4j])
power_quad = outward_power(p_test, k_test, r_test, False)
power_formula = k_test**4 * np.vdot(p_test, p_test).real / 3
assert np.isclose(power_quad, power_formula, rtol=1e-10)

# Work of the incident field: average over a period, and energy flux balance.
times = 2 * np.pi / k_test * np.arange(400) / 400
time_factor = np.exp(-1j * k_test * times)
work_time = np.mean(time_factor.real * (-1j * k_test * p_test[0] * time_factor).real)
work_formula = k_test / 2 * p_test[0].imag
assert np.isclose(work_time, work_formula, rtol=1e-10)
net = outward_power(p_test, k_test, r_test, True)
assert np.isclose(net, power_formula - work_time, atol=1e-10)

# Lossless particles: zero net flux for any real part; bare response creates energy.
for real_alpha in (0.7, -2.0):
    p_good = np.array([corrected(real_alpha, k_test), 0, 0])
    p_bare = np.array([real_alpha + 0j, 0, 0])
    assert abs(outward_power(p_good, k_test, r_test, True)) < 1e-10
    assert outward_power(p_bare, k_test, r_test, True) > 0.01
bare_flux = outward_power(np.array([0.7 + 0j, 0, 0]), k_test, r_test, True)
good_flux = outward_power(np.array([corrected(0.7, k_test), 0, 0]),
                          k_test, r_test, True)

# Field in quadrature with the dipole close to the origin, in three directions.
p_z = np.array([0, 0, 1.0 + 0j])
directions = np.array([[0, 0, 1.0], [1.0, 0, 0], [0.6, 0, 0.8]])
self_field = dipole_fields(p_z, directions, 0.01, k_test)[0].imag
assert np.allclose(self_field, [0, 0, 2 * k_test**3 / 3], atol=1e-4)

# Complete dipole response of lossless spheres, far beyond the static limit.
largest_error = 0.0
for eps in (4.0, 12.0, -3.0):
    for x in (0.1, 0.5, 1.3):
        inverse = -2j * x**3 / 3 / sphere_coefficient(1, eps, x)
        error = abs(inverse.imag / (-2 * x**3 / 3) - 1)
        largest_error = max(largest_error, error)
assert largest_error < 1e-8

# Leading dynamic correction to the real part.
for eps in (4.0, -5.0):
    x = 0.02
    inverse = -2j * x**3 / 3 / sphere_coefficient(1, eps, x)
    slope = (inverse.real - (eps + 2) / (eps - 1)) / x**2
    assert np.isclose(slope, -0.6 * (eps - 2) / (eps - 1), rtol=0.01)

# Joule heat inside a lossy sphere of unit radius against the dipole balance.
x, eps = 0.6, -3 + 0.4j
m = np.sqrt(eps)
a1 = sphere_coefficient(1, eps, x)
alpha = 1.5j * a1 / x**3
nodes, weights = np.polynomial.legendre.leggauss(60)
radius, weights = (nodes + 1) / 2, weights / 2
inner, d_inner = psi(1, m * x * radius)
d_inner = m * x * d_inner
amplitude = -1.5j / x * (psi(1, x)[0] - a1 * outgoing(1, x)[0]) / psi(1, m * x)[0]
density = 16 * np.pi / 3 * abs(inner)**2 / radius**2
density = density + 8 * np.pi / 3 * abs(d_inner)**2
heat_area = x * eps.imag * abs(amplitude / (x * eps))**2 * np.sum(weights * density)
loss_part = -(1 / alpha + 2j * x**3 / 3).imag
balance_area = 4 * np.pi * x * abs(alpha)**2 * loss_part
assert np.isclose(heat_area, balance_area, rtol=1e-8)

# Largest dipole cross section of a lossless sphere, found by scanning eps.
scan = sphere_coefficient(1, np.linspace(-3, -1.5, 20001), 0.3)
alpha_scan = 1.5j * scan / 0.3**3
max_area = np.max(4 * np.pi * 0.3 * alpha_scan.imag)
assert np.isclose(max_area, 6 * np.pi / 0.3**2, rtol=1e-3)

# Worked example: rough Drude parameters in the regime of silver.
a_nm, eps_inf, plasma_eV, gamma_eV = 25.0, 5.0, 9.0, 0.05
fermi_speed = 1.4e6
extra_loss = 0.2
hbar_c = const.hbar * const.c / const.e * 1e9


def drude(energy, gamma=gamma_eV, interband=0.0):
    return eps_inf - plasma_eV**2 / (energy * (energy + 1j * gamma)) + 1j * interband


def static_alpha(eps):
    return a_nm**3 * (eps - 1) / (eps + 2)


def extinction(alpha, k):
    return 4 * np.pi * k * alpha.imag


def scattering(alpha, k):
    return 8 * np.pi / 3 * k**4 * abs(alpha)**2


def peak(energy, area):
    """Position, height and full width at half maximum on a fine grid."""
    top = np.argmax(area)
    above = np.flatnonzero(area >= area[top] / 2)
    assert above[0] > 0 and above[-1] < len(area) - 1
    return energy[top], area[top], energy[above[-1]] - energy[above[0]]


E0 = plasma_eV / np.sqrt(eps_inf + 2)
k0 = E0 / hbar_c
x0 = k0 * a_nm
eps0 = drude(E0)
alpha_bare = static_alpha(eps0)
alpha_full = corrected(alpha_bare, k0)
bare_ext, bare_sca = extinction(alpha_bare, k0), scattering(alpha_bare, k0)
full_ext, full_sca = extinction(alpha_full, k0), scattering(alpha_full, k0)
full_abs = 4 * np.pi * k0 * abs(alpha_full)**2 * -(1 / alpha_bare).imag
assert bare_sca > bare_ext
assert np.isclose(full_ext, full_sca + full_abs, rtol=1e-10)

grid = np.linspace(2.5, 4.3, 18001)
k_grid = grid / hbar_c
x_grid = k_grid * a_nm
eps_grid = drude(grid)
bare_peak = peak(grid, extinction(static_alpha(eps_grid), k_grid))
simple_peak = peak(grid, extinction(corrected(static_alpha(eps_grid), k_grid), k_grid))
rad_width = 2 * x0**3 * E0 / (eps_inf + 2)
assert np.isclose(simple_peak[2], gamma_eV + rad_width, rtol=0.03)

inverse_k2 = (eps_grid + 2 - 0.6 * x_grid**2 * (eps_grid - 2)) / (eps_grid - 1)
alpha_k2 = corrected(a_nm**3 / inverse_k2, k_grid)
k2_peak = peak(grid, extinction(alpha_k2, k_grid))
a1_grid = sphere_coefficient(1, eps_grid, x_grid)
mie_peak = peak(grid, extinction(1.5j * a1_grid / k_grid**3, k_grid))
assert abs(k2_peak[0] - mie_peak[0]) < abs(simple_peak[0] - mie_peak[0])

other = 3 * sphere_coefficient(1, eps_grid, x_grid, False).real
for order in (2, 3):
    for electric in (True, False):
        term = sphere_coefficient(order, eps_grid, x_grid, electric).real
        other = other + (2 * order + 1) * term
other_area = 2 * np.pi / k_grid**2 * other
other_at_peak = np.interp(mie_peak[0], grid, other_area)

surface_eV = const.hbar * fermi_speed / (a_nm * 1e-9) / const.e
nonlocal_eV = np.sqrt(3 / 5) * surface_eV
variants = [
    ("Drude loss only", gamma_eV, 0.0),
    ("with surface scattering", gamma_eV + surface_eV, 0.0),
    ("with interband loss", gamma_eV, extra_loss),
    ("with damping x 4/3 (rough 300 to 400 K)", gamma_eV * 4 / 3, 0.0),
    ("with all three losses", gamma_eV * 4 / 3 + surface_eV, extra_loss),
]

print(f"Test: radiated power, quadrature = {power_quad:.8f} (c=1 units)")
print(f"Test: radiated power, formula = {power_formula:.8f} (c=1 units)")
print(f"Test: net outflow, real alpha 0.7, k 0.8 = {bare_flux:.6f} (c=1 units)")
print(f"Test: same with correction, magnitude = {abs(good_flux):.1e} (c=1 units)")
print(f"Test: largest relative error, lossless spheres = {largest_error:.1e}")
print(f"Test: lossy sphere Joule heat = {heat_area:.8f} (radius squared)")
print(f"Test: lossy sphere dipole balance = {balance_area:.8f} (radius squared)")
print(f"Input: radius = {a_nm:.1f} nm")
print(f"Input: eps_inf = {eps_inf:.1f}")
print(f"Input: plasma energy = {plasma_eV:.2f} eV")
print(f"Input: damping energy = {gamma_eV:.3f} eV")
print(f"Static resonance energy = {E0:.4f} eV")
print(f"Vacuum wavelength at resonance = {2 * np.pi / k0:.1f} nm")
print(f"k at resonance = {k0:.6f} nm^-1")
print(f"x = ka at resonance = {x0:.4f}")
print(f"Permittivity at resonance = {eps0.real:.4f} + {eps0.imag:.4f} i")
print(f"Radiative term 2k^3/3 = {2 * k0**3 / 3:.4e} nm^-3")
print(f"Absorptive term -Im(1/alpha_nr) = {-(1 / alpha_bare).imag:.4e} nm^-3")
print(f"Static alpha = {alpha_bare.real:.4e} + {alpha_bare.imag:.4e} i nm^3")
print(f"Corrected alpha = {alpha_full.real:.4e} + {alpha_full.imag:.4e} i nm^3")
print(f"Static extinction = {bare_ext:.0f} nm^2")
print(f"Static scattering = {bare_sca:.0f} nm^2")
print(f"Static scattering/extinction = {bare_sca / bare_ext:.3f}")
print(f"Corrected extinction = {full_ext:.0f} nm^2")
print(f"Corrected scattering = {full_sca:.0f} nm^2")
print(f"Corrected absorption = {full_abs:.0f} nm^2")
print(f"Dipole extinction limit 6 pi/k^2 = {6 * np.pi / k0**2:.0f} nm^2")
print(f"Radiative width, formula = {rad_width:.4f} eV")
print(f"Total width, formula = {gamma_eV + rad_width:.4f} eV")
for label, data in (("static", bare_peak), ("static + radiative", simple_peak),
                    ("with k^2 term", k2_peak), ("full sphere dipole", mie_peak)):
    print(f"Peak, {label}: {data[0]:.4f} eV, {data[1]:.0f} nm^2, "
          f"width {data[2]:.4f} eV")
print(f"Shift, full dipole minus simple = {mie_peak[0] - simple_peak[0]:.4f} eV")
print(f"Other multipoles at full dipole peak = {other_at_peak:.0f} nm^2")
print(f"Other multipoles, largest in 2.5-4.3 eV = {other_area.max():.0f} nm^2")
print(f"Input: rough Fermi speed = {fermi_speed:.2e} m/s")
print(f"Surface scattering energy = {surface_eV:.4f} eV")
print(f"Nonlocal screening energy scale = {nonlocal_eV:.4f} eV")
print(f"Input: rough extra interband Im eps = {extra_loss:.2f}")
for label, gamma, interband in variants:
    alpha_nr = static_alpha(drude(E0, gamma, interband))
    ratio = 2 * k0**3 / 3 / -(1 / alpha_nr).imag
    area = extinction(corrected(alpha_nr, k0), k0)
    print(f"At resonance, {label}: radiative/absorptive {ratio:.3f}, "
          f"extinction {area:.0f} nm^2")
print("success")
```

Output:

```
Test: radiated power, quadrature = 0.14062933 (c=1 units)
Test: radiated power, formula = 0.14062933 (c=1 units)
Test: net outflow, real alpha 0.7, k 0.8 = 0.066901 (c=1 units)
Test: same with correction, magnitude = 2.2e-17 (c=1 units)
Test: largest relative error, lossless spheres = 6.4e-14
Test: lossy sphere Joule heat = 11.97539884 (radius squared)
Test: lossy sphere dipole balance = 11.97539884 (radius squared)
Input: radius = 25.0 nm
Input: eps_inf = 5.0
Input: plasma energy = 9.00 eV
Input: damping energy = 0.050 eV
Static resonance energy = 3.4017 eV
Vacuum wavelength at resonance = 364.5 nm
k at resonance = 0.017239 nm^-1
x = ka at resonance = 0.4310
Permittivity at resonance = -1.9985 + 0.1029 i
Radiative term 2k^3/3 = 3.4153e-06 nm^-3
Absorptive term -Im(1/alpha_nr) = 2.1942e-06 nm^-3
Static alpha = 8.9286e+03 + 4.5558e+05 i nm^3
Corrected alpha = 1.3665e+03 + 1.7826e+05 i nm^3
Static extinction = 98692 nm^2
Static scattering = 153620 nm^2
Static scattering/extinction = 1.557
Corrected extinction = 38616 nm^2
Corrected scattering = 23511 nm^2
Corrected absorption = 15105 nm^2
Dipole extinction limit 6 pi/k^2 = 63429 nm^2
Radiative width, formula = 0.0778 eV
Total width, formula = 0.1278 eV
Peak, static: 3.4017 eV, 98692 nm^2, width 0.0499 eV
Peak, static + radiative: 3.4002 eV, 38637 nm^2, width 0.1275 eV
Peak, with k^2 term: 3.2923 eV, 42191 nm^2, width 0.1238 eV
Peak, full sphere dipole: 3.2972 eV, 41977 nm^2, width 0.1241 eV
Shift, full dipole minus simple = -0.1030 eV
Other multipoles at full dipole peak = 20 nm^2
Other multipoles, largest in 2.5-4.3 eV = 1564 nm^2
Input: rough Fermi speed = 1.40e+06 m/s
Surface scattering energy = 0.0369 eV
Nonlocal screening energy scale = 0.0286 eV
Input: rough extra interband Im eps = 0.20
At resonance, Drude loss only: radiative/absorptive 1.557, extinction 38616 nm^2
At resonance, with surface scattering: radiative/absorptive 0.897, extinction 29978 nm^2
At resonance, with interband loss: radiative/absorptive 0.533, extinction 21979 nm^2
At resonance, with damping x 4/3 (rough 300 to 400 K): radiative/absorptive 1.168, extinction 34164 nm^2
At resonance, with all three losses: radiative/absorptive 0.393, extinction 17774 nm^2
success
```
